# One-loop exponents of the conserved Lai-Das Sarma growth equation

**Q.** A film grows by random deposition, and the atoms then diffuse without evaporating. Which equation do you take for its height, and what does it assume?

**A.** In $d$ substrate dimensions, with $h$ measured from the mean height,

$$\partial_t h=-K\nabla^4h+\frac{\lambda}{2}\nabla^2(\nabla h)^2+\eta,\qquad \langle\eta(\mathbf x,t)\,\eta(\mathbf x',t')\rangle=2D\,\delta(\mathbf x-\mathbf x')\,\delta(t-t').$$

Here $K>0$ and $\lambda\neq0$. The deterministic part is a divergence, so relaxation moves material without creating it. The shot noise $\eta$ of the beam is not a divergence. I assume that the terms $\nabla^2h$ and $\nabla\cdot[(\nabla h)^2\nabla h]$ are absent. If a slope-dependent current supplied either, it could take over at long distances. The first has only two derivatives. The second has four, like the terms kept, but more factors of $h$, and these grow with distance when $\alpha>0$ (defined below). For $d\geq2$ I also leave out $\nabla\cdot(\nabla h\,\nabla^2h)$. It has as many derivatives and factors of $h$ as the nonlinear term kept, so power counting gives no reason to drop it; its absence is a further assumption. In $d=1$ it is equal to $\frac12\nabla^2(\nabla h)^2$ and adds nothing new.

The width of a stationary surface of size $L$ defines $\alpha$ through $W\sim L^\alpha$, and its relaxation time defines $z$ through $t\sim L^z$.

**Q.** Why not drop the nonlinear term, if slopes are small?

**A.** Try it. With $h(\mathbf x)=\int_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$ and $\int_{\mathbf q}=\int d^dq/(2\pi)^d$, each mode decays at rate $Kq^4$. Noise feeds its variance at rate $2D$ and damping removes it at rate $2Kq^4$, so the stationary spectrum is

$$C(q)=\frac{D}{Kq^4}.$$

Thus $z=4$. From $W^2\sim\int dq\,q^{d-1}q^{-4}\sim L^{4-d}$ we get $\alpha=(4-d)/2$. Now compare the terms at scale $L$. Their ratio is $\lambda h^2L^{-4}/(KhL^{-4})=\lambda h/K$, and its square grows as $(\lambda^2D/K^3)L^{4-d}$. Below four dimensions the neglected term therefore wins at large $L$, however small $\lambda$ is.

**Q.** Then perturbation theory fails where you need it.

**A.** A single expansion fails, so I remove short waves a little at a time and let the coefficients change. Write $h=\bar h+\varphi$, with $\bar h$ slow (wavenumbers near $k$) and $\varphi$ fast (wavenumbers near $q\gg k$). A product of one slow and one fast wave is again fast, so averaging over $\varphi$ leaves

$$\partial_t\bar h=-K\nabla^4\bar h+\frac\lambda2\nabla^2\left[(\nabla\bar h)^2+\langle(\nabla\varphi)^2\rangle\right]+\text{noise}.$$

At one loop $\varphi$ does not interact with itself, but it does feel $\bar h$:

$$\partial_t\varphi=-K\nabla^4\varphi+\lambda\nabla^2(\nabla\bar h\cdot\nabla\varphi)+\eta.$$

Since $Kk^4\ll Kq^4$, $\bar h$ may be held fixed while $\varphi$ relaxes. For a gentle background, symmetry allows

$$\langle(\nabla\varphi)^2\rangle=c_0+c_1\nabla^2\bar h+c_2(\nabla\bar h)^2+\dots$$

There is no term in $\bar h$ itself, because only $\nabla\bar h$ enters the equation for $\varphi$, and isotropy forbids a term linear in the slope. Hence no $\nabla^2\bar h$ appears in the growth equation. The constant $c_1$ changes $K$, and $c_2$ changes $\lambda$.

**Q.** Compute $c_1$. I want to see its sign.

**A.** Take one background wave $\bar h_{\mathbf k}$ and a fast pair with $\mathbf a+\mathbf b=\mathbf k$. In the equation for $\varphi_{\mathbf a}$, the two gradients give $(i\mathbf k)\cdot(-i\mathbf b)=\mathbf k\cdot\mathbf b$ and the Laplacian gives $-a^2$. The coupling is $-\lambda a^2(\mathbf k\cdot\mathbf b)\bar h_{\mathbf k}\varphi_{-\mathbf b}$. Let $X$ be the correlation of $\varphi_{\mathbf a}$ with $\varphi_{\mathbf b}$, without its momentum delta function. Stationarity requires

$$K(a^4+b^4)X=-\lambda\bar h_{\mathbf k}\left[a^2(\mathbf k\cdot\mathbf b)C(b)+b^2(\mathbf k\cdot\mathbf a)C(a)\right].$$

The $\mathbf k$ component of $\langle(\nabla\varphi)^2\rangle$ is $-\int_{\mathbf q}(\mathbf a\cdot\mathbf b)X$. In the growth equation it is multiplied by $-\lambda k^2/2$, and the result is by definition $-\delta K\,k^4\bar h_{\mathbf k}$. Therefore

$$\delta K\,k^2=\frac{\lambda^2D}{2K^2}\int_{\mathbf q}\frac{\mathbf a\cdot\mathbf b}{a^4+b^4}\;\frac{b^6(\mathbf k\cdot\mathbf a)+a^6(\mathbf k\cdot\mathbf b)}{a^4b^4}.$$

Set $\mathbf a=\mathbf k/2+\mathbf q$ and $\mathbf b=\mathbf k/2-\mathbf q$. Then

- $\mathbf k\cdot\mathbf a=\mathbf k\cdot\mathbf q+k^2/2$ and $\mathbf k\cdot\mathbf b=-\mathbf k\cdot\mathbf q+k^2/2$;
- $a^6\simeq q^6+3q^4\,\mathbf k\cdot\mathbf q$ and $b^6\simeq q^6-3q^4\,\mathbf k\cdot\mathbf q$.

The terms linear in $k$ cancel in the numerator, which becomes $q^6k^2-6q^4(\mathbf k\cdot\mathbf q)^2$. Averaging over directions replaces $(\mathbf k\cdot\mathbf q)^2$ by $k^2q^2/d$ and gives $q^6k^2(1-6/d)$. The other factors are already needed only at $k=0$: $\mathbf a\cdot\mathbf b\to-q^2$, $a^4+b^4\to2q^4$, $a^4b^4\to q^8$. Collecting them,

$$\delta K=A_d\frac{\lambda^2D}{K^2}\int_{\mathbf q}\frac1{q^4},\qquad A_d=\frac12\cdot\left(-\frac12\right)\left(1-\frac6d\right)=\frac{6-d}{4d}.$$

This is positive for $d<6$: short waves stiffen the surface against long ones.

**Q.** You centred the integration on $\mathbf k/2$. Would another choice change the answer?

**A.** It changes $A_d$. Before symmetrization the integrand is $(\mathbf a\cdot\mathbf b)b^2(\mathbf k\cdot\mathbf a)/[a^4(a^4+b^4)]$, with prefactor $\lambda^2D/K^2$. Put the shell on $\mathbf a=\mathbf q$, so $\mathbf b=\mathbf k-\mathbf q$, and let $x=\mathbf k\cdot\mathbf q/q^2$. To first order in $x$, the three factors are $\mathbf a\cdot\mathbf b=-q^2(1-x)$, $b^2=q^2(1-2x)$ and $a^4+b^4=2q^4(1-2x)$. The integrand is $-(\mathbf k\cdot\mathbf q)(1-x)/(2q^4)$, whose average is $k^2/(2dq^4)$. This choice gives $1/(2d)$.

The centred choice treats both fast waves alike. If both must lie in the removed band, the edge affects a layer of thickness of order $k$, where the symmetrized integrand is already of order $k^2$; the edge correction is smaller by a factor of order $k/q$. On a ring of length $2\pi$ in $d=1$, with $k=1$ and fast modes from 80 to 160, a direct solution of the covariance equation agrees with the centred formula to about $10^{-4}$ of its value when $q$ is integrated from 80 to 160, the range covered by the pair centres. Compared with the sum over all modes of the band it is about 2 per cent lower, which is the size of the edge correction. Both choices give $1/8$ at $d=4$. Below four dimensions the exponents will need only $A_d>0$.

**Q.** The fast waves also push the slow ones at random. Does that change $D$?

**A.** Not at long wavelength. The random push is $-(\lambda/2)k^2$ times the fluctuation of $(\nabla\varphi)^2$ at $\mathbf k$. Its zero-frequency spectrum is $2\delta D$. Gaussian pairing gives a factor 2, and the time integral of $e^{-K(a^4+b^4)|t|}$ is $2/[K(a^4+b^4)]\simeq1/(Kq^4)$. So

$$2\delta D=\frac{\lambda^2k^4}{4}\cdot2\int_{\mathbf q}q^4\left(\frac{D}{Kq^4}\right)^2\frac1{Kq^4},
\qquad \frac{\delta D}{D}=\frac{\lambda^2D}{4K^3}\,k^4\int_{\mathbf q}\frac1{q^8}.$$

For a fixed fast band this vanishes as $k^4$. It is an additional conserved noise, weaker than the shot noise at small $k$. Waves with $q$ comparable to $k$ are different: their contribution relative to $D$ is set by the running coupling, which tends to a constant for $d<4$ (see below). It can change amplitudes, but not the powers of $k$. A calculation from real-space correlations on a ring in $d=1$, with $k=1$ and fast modes from 40 to 80, reproduces the formula to 0.2 per cent when $q$ is integrated from 40 to 80, the range covered by the pair centres. The edge correction, again of relative order $k/q$, is about 9 per cent for this band.

**Q.** The decisive claim must concern $\lambda$. Why should its correction vanish?

**A.** Each slow wave enters the $\varphi$ equation through its gradient. To find $c_2$, it is therefore enough to use a uniform slope, $\nabla\bar h=\mathbf m$. The extra term $\lambda\nabla^2(\mathbf m\cdot\nabla\varphi)$ becomes

$$\lambda(-q^2)(i\mathbf m\cdot\mathbf q)\varphi_{\mathbf q}=-i\Omega_{\mathbf q}\varphi_{\mathbf q},\qquad \Omega_{\mathbf q}=\lambda(\mathbf m\cdot\mathbf q)q^2.$$

It turns the phase of $\varphi_{\mathbf q}$ and leaves its damping alone. The balance for $|\varphi_{\mathbf q}|^2$ is unchanged, so $C(q)=D/(Kq^4)$ for every $\mathbf m$. Hence $\langle(\nabla\varphi)^2\rangle$ does not depend on the slope, $c_2=0$, and $\delta\lambda=0$ at one loop.

**Q.** A diagram calculation would have several terms. Where are they?

**A.** They cancel. With $\Gamma=Kq^4$, the equal-time spectrum is $\int(d\omega/2\pi)\,2D|G|^2$, where $G=1/(\Gamma-i\omega+i\Omega)$. At order $\Omega^2$, both factors of $\Omega$ can sit on $G$, both on $G^*$, or one on each. Relative to $C(q)\Omega^2/\Gamma^2$, these contributions are $-1/4$, $-1/4$ and $+1/2$.

For a background of finite wavelength the cancellation should leave a remainder of relative order $(k/q)^2$. In the $d=1$ covariance calculation, the remainder is $-0.0097$ of the positive diagram when the fast band starts at $q=40k$, and $-0.0025$ when it starts at $80k$. It falls nearly fourfold on doubling $q/k$, as expected.

**Q.** So only $K$ runs. What exponents follow?

**A.** Remove waves down to $k=\Lambda e^{-l}$, where $\Lambda$ is the initial cutoff. A shell of logarithmic thickness $dl$ contributes $\int_{\mathbf q}q^{-4}=S_dk^{d-4}dl$, where $S_d$ is the area of the unit sphere divided by $(2\pi)^d$. Using the current $K$ in each shell,

$$\frac{dK}{dl}=A_dS_d\frac{\lambda^2D}{K^2}\Lambda^{d-4}e^{(4-d)l}.$$

Multiply by $3K^2$, so that the left side is $dK^3/dl$, and integrate from $K_0$:

$$K^3=K_0^3\left[1+3A_dg_0\frac{e^{(4-d)l}-1}{4-d}\right],\qquad g_0=\frac{S_d\lambda^2D\Lambda^{d-4}}{K_0^3}.$$

For $d<4$ the exponential dominates at large $l$, so $K(k)\sim k^{-(4-d)/3}$. The relaxation rate is

$$K(k)k^4\sim k^{4-(4-d)/3}=k^{(8+d)/3}\quad\Longrightarrow\quad z=\frac{8+d}{3}.$$

The spectrum is $D/[K(k)k^4]\sim k^{-(8+d)/3}$. By the definition of the width it must scale as $k^{-(d+2\alpha)}$. Thus $2\alpha=(8+d)/3-d=(8-2d)/3$, and

$$\alpha=\frac{4-d}{3}.$$

The amplitude $A_d$ has dropped out. The same result follows from two balances: unrenormalized $\lambda$ gives $\alpha+z=4$, and unrenormalized $D$ gives $z=2\alpha+d$.

**Q.** What happens at four dimensions and above?

**A.** At $d=4$, the fraction in $K^3$ becomes $l$, and $A_4=1/8$, so $K^3=K_0^3(1+3g_0l/8)$. The stiffness grows as $(\ln L)^{1/3}$. Then $W^2\sim\int dl/K\sim l^{2/3}$, and $W\sim(\ln L)^{1/3}$. For $4<d<6$ and weak initial coupling, the exponential decays and $K$ tends to a constant. The linear values $z=4$ and $\alpha=(4-d)/2$ return; the negative $\alpha$ means that the width stays finite.

**Q.** Is the one-loop result trustworthy when the coupling has grown?

**A.** The running coupling $g=g_0e^{(4-d)l}(K_0/K)^3$ tends to $g^*=(4-d)/(3A_d)$. This is small just below $d=4$, where the expansion is controlled. It is 1.33 in $d=2$ and 0.8 in $d=1$, so there the one-loop exponents are an extrapolation. In $d=1$ there is a further warning: $\alpha=1$ makes typical slopes scale-independent, and by power counting every term $\nabla^2(\nabla h)^{2n}$ is as important as the one kept.

**Q.** Could the argument about a uniform slope protect $\lambda$ at higher order too?

**A.** No. It used a $\varphi$ that does not interact with itself. A frequency linear in $\mathbf q$ could be removed by moving with the waves, but $\Omega_{\mathbf q}$ is cubic. The slope therefore detunes interacting waves.

The smallest example is a ring of length $2\pi$ with $K=1$, modes $\varphi=\sum a_ne^{inx}$ for $n=\pm1,\pm2$, and slope $m$:

$$\dot a_1=-(1+i\lambda m)a_1-2\lambda a_2a_1^*+\eta_1,\qquad
\dot a_2=-(16+8i\lambda m)a_2+2\lambda a_1^2+\eta_2.$$

Each noise feeds $\langle|a_n|^2\rangle$ at rate 2, so at lowest order $C_1=1$ and $C_2=1/16$. For $T=\langle a_1^2a_2^*\rangle$, stationarity with Gaussian fourth moments gives

$$(18-6i\lambda m)T=4\lambda C_1(C_1-C_2)=\frac{15}{4}\lambda.$$

The variance balances give $\delta C_1=-2\lambda\,\mathrm{Re}\,T$ and $\delta C_2=\lambda\,\mathrm{Re}\,T/8$. Since $\langle\varphi_x^2\rangle=2(C_1+4C_2)$, its shift is

$$-3\lambda\,\mathrm{Re}\,T=-\frac{45}{4}\lambda^2\,\frac{18}{18^2+36\lambda^2m^2}.$$

This depends on $m$, first through a term $\lambda^4m^2$. For $\lambda=0.02$, solving the truncated moment equations gives $-2.50\times10^{-4}$ at $m=0$ and $-1.25\times10^{-4}$ at $m=150$, as the formula predicts. So the slope argument does not make the exponents exact. How far they move at two loops is a separate calculation, which this ring does not supply.

**Q.** Show me the sizes for a two-dimensional surface.

**A.** Let $a$ be both lattice spacing and layer height, and let one layer arrive per time $\tau$. Over an area $S$ and time $t$, the mean number of atoms is $St/(a^2\tau)$, and each raises the average height by $a^3/S$. Poisson statistics give the variance $a^4t/(S\tau)=2Dt/S$, so $D=0.5\,a^4/\tau$. I choose $K_0=1\,a^4/\tau$, $\lambda=2\,a^3/\tau$ and $\Lambda=\pi/a$. With $S_2=1/(2\pi)$,

$$g_0=\frac{2^2\times0.5}{2\pi\times\pi^2}=0.0323,\qquad
\frac{K^3}{K_0^3}=1+\frac34g_0(e^{2l}-1).$$

Setting $k=2\pi/L$ gives $e^l=L/(2a)$. The cube of the stiffness doubles when $e^{2l}=1+1/(0.75\times0.0323)\simeq42$, that is, at $L\simeq13\,a$. I estimate the stationary width from $W^2=\int_{2\pi/L}^{\Lambda}dq\,D/[2\pi K(q)q^3]$:

| $L/a$ | $K$ ($a^4/\tau$) | local $z$ | local $\alpha$ | $W/a$ | linear $W/a$ |
|---|---|---|---|---|---|
| 10 | 1.16 | 3.74 | 0.97 | 0.30 | 0.31 |
| 100 | 3.95 | 3.34 | 0.70 | 1.9 | 3.2 |
| 1000 | 18.2 | 3.33 | 0.67 | 9.1 | 32 |
| 10000 | 84.6 | 3.33 | 0.67 | 42 | 317 |

Below the crossover the width stays close to its linear value (within 4 per cent at $L=10\,a$), although the local $z$ has already fallen to 3.74. There $W$ is less than one layer height, so the continuum description is rough. Beyond it, the local exponents approach $10/3$ and $2/3$, and the stiffening makes the surface much smoother than linear theory predicts. The amplitudes are less certain than the exponents, for three reasons. The uncentred shell halves $A_2$ and lowers the large-scale $K$ by a factor $2^{-1/3}\simeq0.79$. The flow is carried down to $q=k$, where the assumption $k\ll q$ fails and the noise correction no longer vanishes at small $k$, so the amplitudes of $K$ and $W$ and the crossover length are rough estimates. Finally, the width integral replaces the modes of a real box by a sharp lower limit; for a periodic square, summing over the modes makes the linear width about 1.4 times larger.

**Q.** Would a grown film ever show that last row?

**A.** Hardly. The relaxation time $1/(Kk^4)$ is about $1.6\times10^4\,\tau$ at $L=100\,a$ but $7.6\times10^{10}\,\tau$ at $L=10000\,a$. At one layer per $\tau$, these are also the numbers of layers needed, to within a factor of order one. Before saturation the correlated length grows as $t^{1/z}$, so the width grows as $t^{\alpha/z}$, with $\alpha/z=(2/3)/(10/3)=1/5$ in two dimensions. The linear theory would give $1/4$, and the local exponent moves only gradually from that value towards $1/5$: for these parameters it is about 0.24 after 10 layers and 0.21 after 1000. The parameters are illustrative. $K_0=1\,a^4/\tau$ corresponds to a diffusion length of about one lattice spacing, and the root-mean-square slope is 0.35 to 0.5 across the table, so higher powers of the slope are not small in amplitude. Real films often carry the slope-dependent currents excluded at the start, for example from step-edge barriers, and then these exponents do not apply at long distances. The numerical output below contains the remaining checks.

## Computed values

```
Stiffness coefficient (dimensionless): quadrature, formula, uncentred
  d=1: 1.2500  1.2500  0.5000
  d=2: 0.5000  0.5000  0.2500
  d=3: 0.2500  0.2500  0.1667
  d=4: 0.1250  0.1250  0.1250
Fast modes on a wavy background (d=1, slow wavenumber 1)
  stiffness shift, Lyapunov / formula = 0.99986
  vertex shift / one diagram, band from 40: -0.00970
  vertex shift / one diagram, band from 80: -0.00251
  diagram weights: -0.2500, -0.2500, 0.5000
  noise shift, real space / formula = 0.99805
Exponents from the integrated flow: z, (8+d)/3, alpha, (4-d)/3, g*
  d=1: 3.0000 3.0000 1.0000 1.0000 0.8000
  d=2: 3.3333 3.3333 0.6667 0.6667 1.3333
  d=3: 3.6667 3.6667 0.3333 0.3333 1.3333
Two-mode ring: shift of <(grad phi)^2> (dimensionless), formula
  slope     0: -2.4988e-04  -2.5000e-04
  slope   150: -1.2497e-04  -1.2500e-04
Worked example, d=2
  K = 1.0 a^4/tau, lambda = 2.0 a^3/tau
  D = 0.5 a^4/tau, cutoff = 3.1416 1/a
  initial coupling g0 = 0.03225, fixed point g* = 1.3333
  crossover length (K^3 doubled) = 13.01 a
  L[a]  K[a^4/tau]  z_loc  W[a]  W_linear[a]  alpha_loc  time[tau]
  10  1.1648  3.7449  0.2987  0.3111  0.9698  5.5082e+00
  100  3.9461  3.3439  1.9086  3.1740  0.7011  1.6260e+04
  1000  18.2197  3.3334  9.0961  31.7468  0.6686  3.5216e+07
  10000  84.5637  3.3333  42.2789  317.4682  0.6668  7.5875e+10
```
